# First passage of drifting Brownian degradation and the inverse Gaussian lifetime: a program that tests the result

```python
# Result under test: if degradation is D(s) = drift*s + noise*W(s), with W a
# standard Brownian motion, the first s at which D reaches `level` has the
# inverse Gaussian density
#   level/(noise*sqrt(2 pi s^3)) * exp(-(level - drift*s)^2/(2 noise^2 s)),
# with mean level/drift and shape level^2/noise^2.
# Example: threshold-voltage shift (mV) of a small transistor with SiO2 gate;
# the clock s = (t / 1000 s)^exponent makes the mean shift linear in s.
# `step` is the mean shift (mV) caused by one trapped charge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaincc, log_ndtr, ndtr
from scipy.stats import poisson


def density(s, level, drift, noise):
    return (level / (noise * np.sqrt(2 * np.pi) * s**1.5)
            * np.exp(-(level - drift * s)**2 / (2 * noise**2 * s)))


def above_now(s, level, drift, noise):
    return ndtr((drift * s - level) / (noise * np.sqrt(s)))


def crossed_and_back(s, level, drift, noise):
    z = -(drift * s + level) / (noise * np.sqrt(s))
    return np.exp(2 * drift * level / noise**2 + log_ndtr(z))


def cdf(s, level, drift, noise):
    return (above_now(s, level, drift, noise)
            + crossed_and_back(s, level, drift, noise))


def free_density(x, s, drift, noise):
    return (np.exp(-(x - drift * s)**2 / (2 * noise**2 * s))
            / np.sqrt(2 * np.pi * noise**2 * s))


def step_cdf(mean_shift, level, step):
    """P(sum of Poisson many exponential steps >= level)."""
    m = mean_shift / step
    k = np.arange(1, int(m + 12 * np.sqrt(m) + 40))
    return float(np.sum(poisson.pmf(k, m) * gammaincc(k, level / step)))


# ---- general tests with round numbers, strongly skewed case ----
A, V, G = 1.3, 0.7, 0.9
x, s_end, rate = 2.1, 2.5, 0.4
renewal = quad(lambda u: density(u, A, V, G)
               * free_density(x - A, s_end - u, V, G), 0, s_end)[0]
assert abs(renewal - free_density(x, s_end, V, G)) < 1e-7


def laplace_free(pos):
    return quad(lambda s: np.exp(-rate * s) * free_density(pos, s, V, G),
                0, np.inf)[0]


kappa = np.sqrt(V**2 + 2 * G**2 * rate)
assert abs(laplace_free(x) - np.exp((V - kappa) * x / G**2) / kappa) < 1e-7
transform = quad(lambda s: np.exp(-rate * s) * density(s, A, V, G),
                 0, np.inf)[0]
assert abs(transform - laplace_free(x) / laplace_free(x - A)) < 1e-6
assert abs(transform - np.exp(A * (V - kappa) / G**2)) < 1e-7
for s in (0.3, 1.0, 4.0):
    area = quad(density, 0, s, args=(A, V, G))[0]
    assert abs(area - cdf(s, A, V, G)) < 1e-7
defective = quad(density, 0, np.inf, args=(A, -V, G))[0]
assert abs(defective - np.exp(-2 * V * A / G**2)) < 1e-7

# ---- example inputs (rough typical values) ----
thickness, width, length = 2.0, 100.0, 50.0      # nm
permittivity = 3.9
field = 5.0                                      # MV/cm
temperature = 398.0                              # K
level = 50.0                                     # mV
drift = 2.5                                      # mV per clock unit
exponent = 0.2
t_ref = 1000.0                                   # s
year = const.Julian_year
gate_area = width * length                       # nm^2
step = 1e3 * const.e * thickness * 1e-9 / (
    permittivity * const.epsilon_0 * gate_area * 1e-18)
noise = np.sqrt(2 * step * drift)
mean = level / drift
shape = level**2 / noise**2
phi = shape / mean


def years(clock):
    return t_ref * clock**(1 / exponent) / year


ten = (10 * year / t_ref)**exponent


# ---- first passage from its definition: absorbed lattice walk ----
def walk_error(cells):
    h = level / cells
    dt = (-noise**2 + np.sqrt(noise**4 + 4 * drift**2 * h**2)) / (2 * drift**2)
    up = 0.5 * (1 + drift * dt / h)
    occupied = np.zeros(2 * cells)
    occupied[cells] = 1.0
    absorbed, times, fractions = 0.0, [], []
    for n in range(1, int(3 * mean / dt)):
        absorbed += up * occupied[-1]
        new = np.zeros_like(occupied)
        new[1:] = up * occupied[:-1]
        new[:-1] += (1 - up) * occupied[1:]
        occupied = new
        if (n - cells) % 2 == 0:     # middle of the two-step plateau
            times.append((n + 1) * dt)
            fractions.append(absorbed)
    return np.max(np.abs(np.array(fractions)
                         - cdf(np.array(times), level, drift, noise)))


coarse, fine = walk_error(100), walk_error(200)
assert fine < 1e-3 and fine < 0.5 * coarse


# ---- moments and mode ----
def average(func):
    return quad(lambda s: func(s) * density(s, level, drift, noise),
                0, 30 * mean, points=[0.5 * mean, mean, 2 * mean, 5 * mean],
                limit=200)[0]


num_mean = average(lambda s: s)
num_var = average(lambda s: (s - num_mean)**2)
num_skew = average(lambda s: (s - num_mean)**3) / num_var**1.5
assert abs(average(lambda s: 1.0) - 1) < 1e-7
assert abs(num_mean / mean - 1) < 1e-6
assert abs(num_var / (mean**3 / shape) - 1) < 1e-6
assert abs(num_skew / (3 / np.sqrt(phi)) - 1) < 1e-5
mode = mean * (np.sqrt(1 + 9 / (4 * phi**2)) - 3 / (2 * phi))
found = minimize_scalar(lambda s: -density(s, level, drift, noise),
                        bounds=(0.2 * mean, 2 * mean), method="bounded",
                        options={"xatol": 1e-8}).x
assert abs(found / mode - 1) < 1e-5

# ---- discrete charge steps: noise strength and exact crossing ----
shift_ten = drift * ten
m1 = quad(lambda y: step_cdf(shift_ten, y, step), 0, 250, limit=200)[0]
m2 = quad(lambda y: 2 * y * step_cdf(shift_ten, y, step), 0, 250,
          limit=200)[0]
assert abs(m1 / shift_ten - 1) < 1e-5
assert abs((m2 - m1**2) / (noise**2 * ten) - 1) < 1e-4
c1 = quad(lambda s: 1 - step_cdf(drift * s, level, step), 0, 6 * mean,
          limit=200)[0]
c2 = quad(lambda s: 2 * s * (1 - step_cdf(drift * s, level, step)),
          0, 6 * mean, limit=200)[0]
assert abs(c1 / ((level + step) / drift) - 1) < 1e-5
step_var = (step / drift)**2 * (1 + 2 * level / step)
assert abs((c2 - c1**2) / step_var - 1) < 1e-4


def largest_gap(size):
    grid = np.linspace(0.02, 3, 300) * mean
    exact = np.array([step_cdf(drift * s, level, size) for s in grid])
    return np.max(np.abs(exact - cdf(grid, level, drift,
                                     np.sqrt(2 * size * drift))))


gap, gap_small = largest_gap(step), largest_gap(step / 16)
assert abs(gap_small / gap - 0.25) < 0.05   # gap falls as sqrt(step/level)


# ---- quantiles and neglected effects ----
def quantile(p, v=drift):
    return brentq(lambda s: cdf(s, level, v, np.sqrt(2 * step * v)) - p,
                  0.01 * mean, 20 * mean, xtol=1e-11)


def step_quantile(p):
    return brentq(lambda s: step_cdf(drift * s, level, step) - p,
                  0.01 * mean, 5 * mean, xtol=1e-10)


median = quantile(0.5)
probs = (0.01, 0.001, 0.0001)
q_brown = [years(quantile(p)) for p in probs]
q_steps = [years(step_quantile(p)) for p in probs]
assert q_steps[1] < q_brown[1] and q_steps[2] < q_brown[2]
mean_life = average(years)
f_ten = cdf(ten, level, drift, noise)
f_steps = step_cdf(shift_ten, level, step)
f_double = step_cdf(shift_ten, level, 2 * step)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
spread = 0.10
drifts = drift * (1 + spread * nodes)
f_spread = np.sum(weights * cdf(ten, level, drifts,
                               np.sqrt(2 * step * drifts))) / weights.sum()
other_exponent = 0.17
f_exponent = cdf((10 * year / t_ref)**other_exponent, level, drift, noise)
cool, activation = 358.0, 0.08                   # K, eV
field_power, field_rise, recovered = 3.0, 0.05, 0.30
scale_cool = np.exp(-activation * const.e / const.k
                    * (1 / cool - 1 / temperature))
scale_field = (1 + field_rise)**field_power
scale_recover = 1 - recovered
gains = []
for scale in (scale_cool, scale_field, scale_recover):
    gain = years(quantile(0.5, drift * scale)) / years(median)
    assert abs(gain * scale**(1 / exponent) - 1) < 1e-6
    gains.append(gain)
chip_risk, chip_area = 0.01, 0.1                 # in ten years, cm^2
breakdown = -np.expm1(np.log1p(-chip_risk) * gate_area * 1e-14 / chip_area)

print(f"oxide thickness {thickness:.1f} nm, permittivity {permittivity}")
print(f"gate width {width:.0f} nm, length {length:.0f} nm")
print(f"oxide field {field:.1f} MV/cm, drop {field*thickness*0.1:.2f} V")
print(f"stress temperature {temperature:.0f} K")
print(f"failure level a = {level:.1f} mV")
print(f"clock reference {t_ref:.0f} s, time exponent {exponent}")
print(f"drift nu = {drift:.2f} mV per clock unit")
print(f"mean step per charge eta = {step:.4f} mV")
print(f"a/eta = {level/step:.3f} charges")
print(f"noise sigma = {noise:.4f} mV per sqrt(clock unit)")
print(f"mean mu = {mean:.3f} clock units")
print(f"shape lambda = {shape:.2f} clock units")
print(f"phi = lambda/mu = {phi:.3f}")
print(f"standard deviation = {np.sqrt(num_var):.3f} clock units")
print(f"skewness = {num_skew:.4f}")
print(f"mode = {mode:.3f}, median = {median:.3f} clock units")
print(f"time at clock mu = {years(mean):.1f} years")
print(f"median life = {years(median):.1f} years")
print(f"mean life = {mean_life:.1f} years")
print(f"ten years = {ten:.3f} clock units")
print(f"mean shift at ten years = {shift_ten:.2f} mV")
print(f"above level at ten years: "
      f"{100*above_now(ten, level, drift, noise):.3f} %")
print(f"crossed and back by ten years: "
      f"{100*crossed_and_back(ten, level, drift, noise):.3f} %")
print(f"failed by ten years, Brownian: {100*f_ten:.3f} %")
print(f"failed by clock mu, Brownian: "
      f"{100*cdf(mean, level, drift, noise):.2f} %")
print(f"lattice walk error, 100 cells: {coarse:.2e}")
print(f"lattice walk error, 200 cells: {fine:.2e}")
print(f"failed by ten years, charge steps: {100*f_steps:.3f} %")
print(f"mean crossing, charge steps: {c1:.3f} clock units")
print(f"largest gap of the two distributions: {gap:.4f}")
print(f"same gap with steps 16 times smaller: {gap_small:.4f}")
for p, brown, steps in zip(probs, q_brown, q_steps):
    print(f"{100*p:g} % failed: Brownian {brown:.4g}, steps {steps:.4g} years")
print(f"negative shift at 1000 s, Brownian: {100*ndtr(-drift/noise):.1f} %")
print(f"negative shift at ten years, Brownian: "
      f"{100*ndtr(-drift*np.sqrt(ten)/noise):.3f} %")
print(f"ten-year failures, steps doubled: {100*f_double:.2f} %")
print(f"ten-year failures, drift spread {100*spread:.0f} %: "
      f"{100*f_spread:.2f} %")
print(f"ten-year failures, exponent {other_exponent}: {100*f_exponent:.4f} %")
print(f"activation energy of drift {activation:.2f} eV")
print(f"life factor at {cool:.0f} K: {gains[0]:.2f}")
print(f"field power of drift {field_power:.0f}")
print(f"life factor, field {100*field_rise:.0f} % higher: {gains[1]:.3f}")
print(f"life factor, {100*recovered:.0f} % of shift recovered: {gains[2]:.2f}")
print(f"assumed chip breakdown risk {100*chip_risk:.0f} % in ten years")
print(f"assumed chip gate area {chip_area:.1f} cm2")
print(f"breakdown risk of one device in ten years: {breakdown:.2e}")
print("every check passed")
```

Printed output:

```
oxide thickness 2.0 nm, permittivity 3.9
gate width 100 nm, length 50 nm
oxide field 5.0 MV/cm, drop 1.00 V
stress temperature 398 K
failure level a = 50.0 mV
clock reference 1000 s, time exponent 0.2
drift nu = 2.50 mV per clock unit
mean step per charge eta = 1.8559 mV
a/eta = 26.941 charges
noise sigma = 3.0462 mV per sqrt(clock unit)
mean mu = 20.000 clock units
shape lambda = 269.41 clock units
phi = lambda/mu = 13.470
standard deviation = 5.449 clock units
skewness = 0.8174
mode = 17.897, median = 19.288 clock units
time at clock mu = 101.4 years
median life = 84.6 years
mean life = 206.5 years
ten years = 12.584 clock units
mean shift at ten years = 31.46 mV
above level at ten years: 4.311 %
crossed and back by ten years: 1.194 %
failed by ten years, Brownian: 5.506 %
failed by clock mu, Brownian: 55.34 %
lattice walk error, 100 cells: 6.35e-04
lattice walk error, 200 cells: 1.61e-04
failed by ten years, charge steps: 5.542 %
mean crossing, charge steps: 20.742 clock units
largest gap of the two distributions: 0.0806
same gap with steps 16 times smaller: 0.0203
1 % failed: Brownian 3.884, steps 2.636 years
0.1 % failed: Brownian 1.483, steps 0.5272 years
0.01 % failed: Brownian 0.6896, steps 0.1121 years
negative shift at 1000 s, Brownian: 20.6 %
negative shift at ten years, Brownian: 0.180 %
ten-year failures, steps doubled: 11.86 %
ten-year failures, drift spread 10 %: 6.50 %
ten-year failures, exponent 0.17: 0.1024 %
activation energy of drift 0.08 eV
life factor at 358 K: 3.68
field power of drift 3
life factor, field 5 % higher: 0.481
life factor, 30 % of shift recovered: 5.95
assumed chip breakdown risk 1 % in ten years
assumed chip gate area 0.1 cm2
breakdown risk of one device in ten years: 5.03e-12
every check passed
```
